**Band gaps of semiconducting nanotubes from complete unit cells**

The program tests the leading gap \(E_g=2tb/d\), where \(t\) is the nearest-neighbour hopping, \(b\) the bond length and \(d\) the tube diameter. The integer \(\nu\), equal to \(-1\), 0 or 1, is the remainder of \(n-m\) modulo 3 for an \((n,m)\) tube, and the formula applies when \(\nu=\pm1\). For six zigzag and chiral tubes, the program diagonalizes the Hamiltonian of all atoms in a unit cell and asserts agreement with the leading formula and with its trigonal-warping correction, within tolerances that shrink with \(b/d\). It also asserts the slope and warping of the Dirac cone, the offsets of the quantized wavevectors from the Dirac point, and the vanishing flat-sheet gap of the (9,0) tube. A direction-dependent hopping with an arbitrary coefficient tests how curvature-like changes scale in zigzag tubes. For the (17,0) tube with \(b=2.7\) bohr and \(t=0.2\) Ry, the leading gap is 0.0427 Ry and the diagonalized gap is 0.0434 Ry. The output also shows \(E_gd\) close to 1.08 Ry bohr, below it for \(\nu=1\) and above it for \(\nu=-1\).

## Numerical check

```python
"""Band gap of a semiconducting nanotube in the nearest-neighbour pi model.

Result under test: gap = 2*t*b/d at leading order for n-m not divisible by 3.
b: bond length (bohr); t: hopping (Ry); d: tube diameter (bohr).
nu: remainder of n-m modulo 3, chosen from -1, 0, 1.
First flat-sheet correction: factor 1 - nu*b*cos(3*theta)/(6*d),
where theta is the chiral angle. Tube gaps are found by diagonalizing
the Hamiltonian of all atoms in a unit cell, with bonds found by distance.
"""
from math import gcd
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

BOND = 2.7
HOP = 0.2
A1 = BOND * np.array([1.5, np.sqrt(3) / 2])
A2 = BOND * np.array([1.5, -np.sqrt(3) / 2])
TO_B = BOND * np.array([1.0, 0.0])
K_POINT = np.array([0.0, 4 * np.pi / (3 * np.sqrt(3) * BOND)])
RY_EV = const.physical_constants["Rydberg constant times hc in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9


def diameter(n, m):
    return np.linalg.norm(n * A1 + m * A2) / np.pi


def remainder(n, m):
    return (n - m + 1) % 3 - 1


def leading_gap(n, m):
    return 2 * HOP * BOND / diameter(n, m)


def corrected_gap(n, m):
    theta = np.arccos(min(1.0, (2*n + m) / (2*np.sqrt(n*n + n*m + m*m))))
    factor = 1 - remainder(n, m) * BOND * np.cos(3*theta) / (6*diameter(n, m))
    return leading_gap(n, m) * factor


def diagonalized_gap(n, m, beta=0.0):
    """Gap from all atoms of the tube cell; beta makes hopping anisotropic.

    Not for armchair tubes, where two bonds can join the same pair of atoms.
    """
    assert n != m
    common = gcd(2*n + m, 2*m + n)
    t1, t2 = (2*m + n) // common, -(2*n + m) // common
    around, axial = n * A1 + m * A2, t1 * A1 + t2 * A2
    length, period = np.linalg.norm(around), np.linalg.norm(axial)
    assert abs(around @ axial) < 1e-9 * length * period
    sites_a = []
    for i in range(-1, n + t1 + 2):
        for j in range(t2 - 1, m + 2):
            r = i * A1 + j * A2
            u, w = r @ around / length**2, r @ axial / period**2
            if np.floor(u + 1e-9) == 0 and np.floor(w + 1e-9) == 0:
                sites_a.append(r)
    sites_a = np.array(sites_a)
    size = len(sites_a)
    assert size == 2 * (n*n + n*m + m*m) // common
    separation = (sites_a + TO_B)[None, :, :] - sites_a[:, None, :]
    u = separation @ around / length**2
    w = separation @ axial / period**2
    s = (u - np.rint(u)) * length
    z = (w - np.rint(w)) * period
    bonded = np.abs(np.hypot(s, z) - BOND) < 1e-6 * BOND
    assert np.all(bonded.sum(axis=0) == 3)
    assert np.all(bonded.sum(axis=1) == 3)
    hopping = -HOP * bonded * (1 - beta * (s * np.pi / length)**2)

    def gap_at(k):
        block = hopping * np.exp(1j * k * z)
        h = np.zeros((2*size, 2*size), dtype=complex)
        h[:size, size:] = block
        h[size:, :size] = block.conj().T
        energies = np.linalg.eigvalsh(h)
        return energies[size] - energies[size - 1]

    grid = np.linspace(0, np.pi / period, 31)
    values = [gap_at(k) for k in grid]
    best = int(np.argmin(values))
    step = grid[1]
    fine = minimize_scalar(gap_at, method="bounded",
                           bounds=(grid[best] - step, grid[best] + step),
                           options={"xatol": 1e-7})
    return min(values[best], fine.fun)


# Cone slope and trigonal warping, from the direct sum over three bonds.
bonds = np.array([TO_B, TO_B - A1, TO_B - A2])
assert abs(np.exp(1j * bonds @ K_POINT).sum()) < 1e-12
small = 1e-3 / BOND
slopes = []
for phi in np.linspace(0, 2*np.pi, 24, endpoint=False):
    kappa = small * np.array([np.cos(phi), np.sin(phi)])
    energy = HOP * abs(np.exp(1j * bonds @ (K_POINT + kappa)).sum())
    slopes.append(energy / small)
    warp = (energy / (1.5*HOP*BOND*small) - 1) / (BOND*small/4)
    assert abs(warp - np.sin(3*phi)) < 5e-3
cone_slope = np.mean(slopes)
assert abs(cone_slope / (1.5*HOP*BOND) - 1) < 1e-5


def offsets_from_k(n, m):
    """Signed distances of the quantized lines from K, nearest first."""
    around = n * A1 + m * A2
    q = np.arange(-4, n + 5)
    offset = (2*np.pi*q - K_POINT @ around) / np.linalg.norm(around)
    return offset[np.argsort(np.abs(offset))]


for n in range(4, 21):
    for m in range(n + 1):
        d, nu = diameter(n, m), remainder(n, m)
        nearest = offsets_from_k(n, m)
        assert abs(nearest[0] * d + 2*nu/3) < 1e-10
        if nu:
            assert abs(nearest[1] * d - 4*nu/3) < 1e-10

# Gaps of complete tubes against the leading and corrected formulas.
tubes = [(10, 0), (17, 0), (35, 0), (10, 5), (12, 4), (20, 10)]
gaps = {tube: diagonalized_gap(*tube) for tube in tubes}
for tube in tubes:
    ratio = BOND / diameter(*tube)
    lead = leading_gap(*tube)
    assert abs(gaps[tube] / lead - 1) < 0.25 * ratio
    assert abs(gaps[tube] - corrected_gap(*tube)) / lead < 0.25 * ratio**2
exponent = (np.log(gaps[(35, 0)] / gaps[(17, 0)])
            / np.log(diameter(35, 0) / diameter(17, 0)))
assert abs(exponent + 1) < 0.03
metal_flat = diagonalized_gap(9, 0)
assert metal_flat < 1e-10

# Direction-dependent hopping of relative size (b/d)**2, as curvature causes.
BETA = 1.0


def curvature_scale(n):
    return 1.5 * BETA * HOP * (BOND / diameter(n, 0))**2


metal_curved = {n: diagonalized_gap(n, 0, BETA) for n in (9, 18)}
for n, value in metal_curved.items():
    assert abs(value / curvature_scale(n) - 1) < 1e-6
shifts = {}
for n in (10, 17, 35):
    shifts[n] = diagonalized_gap(n, 0, BETA) - gaps[(n, 0)]
    expected = -remainder(n, 0) * curvature_scale(n)
    # The relative error of this leading-order shift falls as 1/n.
    assert abs(shifts[n] / expected - 1) < 2.0 / n

example = (17, 0)
d = diameter(*example)
near = offsets_from_k(*example)
print(f"bond length b = {BOND:.1f} bohr")
print(f"hopping t = {HOP:.1f} Ry")
print(f"cone slope hbar*v = {cone_slope:.4f} Ry bohr")
print(f"2*t*b = {2*HOP*BOND:.4f} Ry bohr")
print("Example tube (17,0)")
print(f"nu = {remainder(*example)}")
print(f"circumference = {np.pi*d:.3f} bohr")
print(f"diameter = {d:.3f} bohr = {d*BOHR_NM:.3f} nm")
print(f"b/d = {BOND/d:.4f}")
print(f"nearest offset from K = {near[0]:.5f} 1/bohr")
print(f"second offset from K = {near[1]:.5f} 1/bohr")
print(f"leading gap = {leading_gap(*example):.5f} Ry"
      f" = {leading_gap(*example)*RY_EV:.3f} eV")
print(f"corrected flat-sheet gap = {corrected_gap(*example):.5f} Ry")
print(f"diagonalized gap = {gaps[example]:.5f} Ry"
      f" = {gaps[example]*RY_EV:.3f} eV")
print(f"leading/diagonalized - 1 = "
      f"{100*(leading_gap(*example)/gaps[example]-1):.2f} percent")
print("Tubes: nu, d (bohr), gaps (Ry): leading, corrected, diagonalized;"
      " last: diagonalized gap*d (Ry bohr)")
for tube in tubes:
    print(f"{tube}: {remainder(*tube):2d}, {diameter(*tube):.3f},"
          f" {leading_gap(*tube):.5f}, {corrected_gap(*tube):.5f},"
          f" {gaps[tube]:.5f}; {gaps[tube]*diameter(*tube):.4f}")
print(f"exponent of gap against d, (17,0) to (35,0) = {exponent:.4f}")
print(f"(9,0) flat-sheet gap below 1e-10 Ry: {metal_flat < 1e-10}")
print(f"Anisotropic hopping, test coefficient beta = {BETA:.1f}")
for n, value in metal_curved.items():
    print(f"({n},0): d = {diameter(n, 0):.3f} bohr, gap = {value:.6f} Ry")
for n, value in shifts.items():
    print(f"({n},0): gap shift = {value:+.6f} Ry,"
          f" leading estimate = {-remainder(n, 0)*curvature_scale(n):+.6f} Ry")
print(f"(17,0) warping correction = "
      f"{corrected_gap(*example)-leading_gap(*example):+.6f} Ry")
print("all tests passed")
```

It prints:

```
bond length b = 2.7 bohr
hopping t = 0.2 Ry
cone slope hbar*v = 0.8100 Ry bohr
2*t*b = 1.0800 Ry bohr
Example tube (17,0)
nu = -1
circumference = 79.501 bohr
diameter = 25.306 bohr = 1.339 nm
b/d = 0.1067
nearest offset from K = 0.02634 1/bohr
second offset from K = -0.05269 1/bohr
leading gap = 0.04268 Ry = 0.581 eV
corrected flat-sheet gap = 0.04344 Ry
diagonalized gap = 0.04341 Ry = 0.591 eV
leading/diagonalized - 1 = -1.69 percent
Tubes: nu, d (bohr), gaps (Ry): leading, corrected, diagonalized; last: diagonalized gap*d (Ry bohr)
(10, 0):  1, 14.886, 0.07255, 0.07036, 0.07023; 1.0454
(17, 0): -1, 25.306, 0.04268, 0.04344, 0.04341; 1.0985
(35, 0): -1, 52.101, 0.02073, 0.02091, 0.02091; 1.0892
(10, 5): -1, 19.692, 0.05484, 0.05552, 0.05538; 1.0905
(12, 4): -1, 21.469, 0.05031, 0.05109, 0.05101; 1.0950
(20, 10):  1, 39.384, 0.02742, 0.02725, 0.02724; 1.0727
exponent of gap against d, (17,0) to (35,0) = -1.0118
(9,0) flat-sheet gap below 1e-10 Ry: True
Anisotropic hopping, test coefficient beta = 1.0
(9,0): d = 13.397 bohr, gap = 0.012185 Ry
(18,0): d = 26.795 bohr, gap = 0.003046 Ry
(10,0): gap shift = -0.011602 Ry, leading estimate = -0.009870 Ry
(17,0): gap shift = +0.003044 Ry, leading estimate = +0.003415 Ry
(35,0): gap shift = +0.000764 Ry, leading estimate = +0.000806 Ry
(17,0) warping correction = +0.000759 Ry
all tests passed
```
